\section*{The radial equation on a logarithmic grid without a first derivative, part 2}

One electron with angular momentum $l$ moves in a local central potential $V(r)$. In Hartree atomic units (bohr, hartree) its radial function $P(r)=rR(r)$ satisfies
\begin{equation}
-\frac12\frac{d^2P}{dr^2}+\left[\frac{l(l+1)}{2r^2}+V(r)\right]P=EP,
\qquad r>0. \label{radial}
\end{equation}
Put $r=e^\rho/Z$, with $Z$ the nuclear charge, and $P=r^au$. The choice $a=\frac12$ removes the first derivative: $r^2P''=\sqrt r(\ddot u-\frac14u)$ and $\ddot u=gu$, with $g=(l+\frac12)^2+2r^2(V-E)$. Dots denote $d/d\rho$, and $u^{(k)}$ is the $k$th such derivative. Bound states vanish at both ends, with $\int r^2u^2\,d\rho=1$ and
\begin{equation}
\int_0^\infty P^2\,dr=\int_{-\infty}^{\infty}r^2u^2\,d\rho,
\qquad
\langle F\rangle=\frac{\int r^2F(r)\,u^2\,d\rho}{\int r^2u^2\,d\rho}.
\label{measure}
\end{equation}
Near the nucleus, with $v=-\lim_{r\to0}rV$,
\begin{equation}
\frac{d\ln|u|}{d\rho}=l+\frac12-\frac{vr}{l+1}+O(r^2). \label{slope}
\end{equation}
At large $r$, bound states decay as $e^{-\kappa r}$ up to powers of $r$, with $\kappa=\sqrt{-2E}$.

For any smooth, increasing grid function $r(\rho)$, with $J=dr/d\rho$, $P=\sqrt J\,u$ and $b=\dot J/(2J)$,
\begin{equation}
\ddot u=\left\{b^2-\dot b+J^2\left[\frac{l(l+1)}{r^2}+2(V-E)\right]\right\}u.
\label{general}
\end{equation}

For $V=-Z/r$ and $x=Zr$, the nodeless solution $u=x^se^{-\beta x}$ has $s=l+\frac12$, $\beta=1/(s+\frac12)$ and
\begin{equation}
E=-\frac{Z^2\beta^2}{2}=-\frac{Z^2}{2(s+\frac12)^2}
=-\frac{Z^2}{2(l+1)^2}. \label{level}
\end{equation}
Keeping $l(l+1)$ in $g$ by mistake would give $-Z^2/[2(\frac12+\sqrt2)^2]$ for $2p$.

On the points $\rho_i=\rho_{\min}+ih$, $i=0,\dots,N+1$, with $\delta^2u_i=u_{i+1}-2u_i+u_{i-1}$,
\begin{equation}
\delta^2u=h^2\left(1+\frac{\delta^2}{12}\right)\ddot u
-\frac{h^6}{240}u^{(6)}+O(h^8). \label{numerov}
\end{equation}
Numerov's rule replaces $\ddot u$ by $gu$ and drops the remainder. Outward integration can start from
\begin{equation}
\frac{u_0}{u_1}\simeq e^{-(l+1/2)h}\,
\frac{1-vr_0/(l+1)}{1-vr_1/(l+1)} .
\end{equation}

\subsection{A symmetric eigenvalue problem}

The levels of one $l$ whose functions are negligible at both ends of the grid can be found together by setting $u_0=u_{N+1}=0$; levels that reach the outer end are raised by this condition. Let $S$ be the tridiagonal matrix of $\delta^2$, with $-2$ on the diagonal and $1$ beside it, and let $B=1+S/12$. Split $g$ into $q-2r^2E$ with $q=(l+\frac12)^2+2r^2V$, and write $Q$ and $W$ for the diagonal matrices of $q$ and $2r^2$. Numerov's rule is $Su=h^2B(Q-EW)u$. Multiplication by $B^{-1}/h^2$ and rearrangement give
\begin{equation}
(T+Q)u=EWu,\qquad T=-\frac{1}{h^2}B^{-1}S. \label{matrix}
\end{equation}
The eigenvalues of $S$ lie between $-4$ and $0$, so those of $B$ lie between $\frac23$ and $1$, and $B^{-1}$ exists. Since $B$ is a polynomial in $S$, the two matrices commute. Therefore $T$ is symmetric, and it is positive definite. With the positive weight $W$ the energies are real.

The weight spans many decades. Dividing by $W$ would create matrix elements of order $1/(h^2r_{\min}^2)$. The usual rounding bound, machine precision times the largest element, then no longer guarantees the bound levels, and the outcome depends on the order in which the solver reduces the graded matrix: the same routine can return the levels accurately for one ordering of the grid points and values wrong by many orders of magnitude for the reversed one. It is safer to choose a shift $\sigma$ below the lowest level and to invert the problem:
\begin{equation}
Wu=\mu Ku,\qquad K=T+Q-\sigma W,\qquad \mu=\frac{1}{E-\sigma}. \label{inverse}
\end{equation}
This follows from Eq.~\eqref{matrix} by subtracting $\sigma Wu$ on both sides and dividing by $E-\sigma$. The matrix $K$ is positive definite because every $E-\sigma$ is positive, and the largest $\mu$ belongs to the lowest level. If $V\ge-Z/r$, no level of the differential equation can lie below the hydrogenic ground level $-Z^2/2$. The choice $\sigma=-Z^2$ then leaves ample room for the discretization error.

\subsection{Energy error of the step}

Multiply Eq.~\eqref{numerov} by $-B^{-1}/h^2$. To leading order $B^{-1}$ may be replaced by unity in the remainder, so on a smooth function that vanishes at the ends
\begin{equation}
Tu=-\ddot u+\frac{h^4}{240}u^{(6)}+O(h^6).
\end{equation}
The second term is a small perturbation of the differential operator. First-order perturbation theory for a problem with weight $2r^2$ gives
\begin{equation}
\delta E\int2r^2u^2\,d\rho=\frac{h^4}{240}\int u\,u^{(6)}\,d\rho .
\end{equation}
The integral on the left is $2$ for normalized $P$. On the right, three integrations by parts move three derivatives and give the sign $(-1)^3$; the end terms vanish. Hence
\begin{equation}
\delta E=-\frac{h^4}{480}\int\left(u^{(3)}\right)^2d\rho+O(h^6).
\label{steperror}
\end{equation}
At leading order the computed level lies below the true one. The numerical energy is thus not a variational upper bound. The derivation needs a potential smooth enough for six derivatives of $u$. A jump in $V$ or in one of its low derivatives invalidates it. For a uniformly charged model nucleus, where $d^2V/dr^2$ jumps at the edge, the error still falls as $h^4$ when the edge lies on a grid point, but it changes irregularly with $h$ when the edge lies between points.

For the hydrogenic $1s$ state $P=2Z^{3/2}re^{-Zr}$, so $u=2Z\,x^{1/2}e^{-x}$ with $x=e^\rho$. Repeated use of $d(x^se^{-x})/d\rho=(sx^s-x^{s+1})e^{-x}$ yields
\begin{align}
\ddot u&=2Ze^{-x}\left(\tfrac14x^{1/2}-2x^{3/2}+x^{5/2}\right),\\
u^{(3)}&=2Ze^{-x}\left(\tfrac18x^{1/2}-\tfrac{13}{4}x^{3/2}
+\tfrac92x^{5/2}-x^{7/2}\right).
\end{align}
Square the second line and use $d\rho=dx/x$:
\begin{align}
\int\left(u^{(3)}\right)^2d\rho
=4Z^2\int_0^\infty e^{-2x}\Big(&\tfrac1{64}-\tfrac{13}{16}x
+\tfrac{187}{16}x^2-\tfrac{59}{2}x^3\nonumber\\
&+\tfrac{107}{4}x^4-9x^5+x^6\Big)dx .
\end{align}
With $\int_0^\infty x^ke^{-2x}dx=k!/2^{k+1}$ the integral over $x$ is
\begin{equation}
\frac{1-26+374-1416+2568-2160+720}{128}=\frac{61}{128}.
\end{equation}
The full expression is therefore $61Z^2/32$, or $190.625$ for $Z=10$. At $h=0.1$ the predicted error is $-190.625\times10^{-4}/480=-3.9714\times10^{-5}$ hartree; the computed one is $-3.9795\times10^{-5}$. At $h=0.05$ the two values are $-2.4821\times10^{-6}$ and $-2.4759\times10^{-6}$ hartree. The computed errors have the ratio $16.07$, close to the $2^4$ of a fourth-order rule.

\subsection{Energy error of the inner wall}

Setting $u=0$ at $\rho_{\min}$ places a hard wall at $r_{\min}=e^{\rho_{\min}}/Z$. Let $P$ and $E$ belong to the true problem, and $P_w$ and $E_w$ to the problem with the wall. In this subsection primes denote $d/dr$. Equation~\eqref{radial} for both functions gives
\begin{equation}
(PP_w'-P_wP')'=PP_w''-P_wP''=2(E-E_w)PP_w .
\end{equation}
Integrate from $r_{\min}$ to infinity. At the upper end both functions vanish, and at the lower end $P_w=0$, so
\begin{equation}
E_w-E=\frac{P(r_{\min})\,P_w'(r_{\min})}{2\int_{r_{\min}}^\infty PP_w\,dr}.
\label{wallexact}
\end{equation}
For an $s$ state and a small $r_{\min}$, $P(r_{\min})\simeq P'(0)r_{\min}$, $P_w'(r_{\min})\simeq P'(0)$, and the overlap integral is close to one. To leading order
\begin{equation}
E_w-E\simeq\tfrac12\,[P'(0)]^2\,r_{\min}. \label{wall}
\end{equation}
The wall raises the level, as a constraint must. For hydrogenic $1s$, $P'(0)=2Z^{3/2}$ and the shift is $2Z^2e^{\rho_{\min}}$.

For general $l$ let $P\simeq Ar^{l+1}$. Near the wall the function that vanishes there is $P_w\simeq A(r^{l+1}-r_{\min}^{2l+1}r^{-l})$, whose slope at the wall is $(2l+1)Ar_{\min}^{l}$. Equation~\eqref{wallexact} then gives the shift $\frac12(2l+1)A^2r_{\min}^{2l+1}$. The $s$ states set the requirement on $\rho_{\min}$, since their shift falls most slowly with $r_{\min}$.

With $Z=10$ and $\rho_{\min}=-8$ the formula predicts $200\,e^{-8}=0.0671$ hartree, and the computed shift is $0.0667$, lower by $0.6\%$ of the prediction. At $\rho_{\min}=-24$ the formula gives $7.6\times10^{-9}$ hartree.

This shift, together with the next term in $h$, accounts for the small mismatch in the step errors above, which were computed with $\rho_{\min}=-24$. At $h=0.1$ the computed error exceeds the prediction in magnitude by $8.2\times10^{-8}$ hartree, taken before rounding. Removing the positive wall shift leaves about $-9\times10^{-8}$ for the next term in $h$. If that term scales as $h^6$, it is $64$ times smaller at $h=0.05$, or $-0.14\times10^{-8}$. Adding the wall shift gives $+0.62\times10^{-8}$ hartree, which is the difference found there.

\subsection{Coulomb checks}

At $\rho=0$ and $Z=10$ the radius is $r=0.1$ bohr. The hydrogenic $1s$ function has $u=20/e=7.358$, and with $E=-Z^2/2$ the bracket is
\begin{equation}
g=\tfrac14-2+1=-\tfrac34 .
\end{equation}
A finite-difference second derivative of the known function gives $\ddot u/u=-0.75000$. This single number is a convenient first test of a new implementation, since it involves the quarter, the potential and the energy.

On a grid with $h=0.03$ and $-24\le\rho\le6$, the matrix problem gives $-50.0000003$ hartree for $1s$ and $-12.5000002$ for $2p$, against $-50$ and $-12.5$ from Eq.~\eqref{level}. The mean radii, formed as $\sum r^3u^2/\sum r^2u^2$ in accordance with Eq.~\eqref{measure}, are $0.150000$ and $0.500000$ bohr. They agree with the hydrogenic values $[3n^2-l(l+1)]/(2Z)$, where $n$ is the principal quantum number.

\subsection{A screened potential}

The example uses the model potential
\begin{equation}
V(r)=-\frac{1+(Z-1)e^{-r}}{r},\qquad Z=10,
\end{equation}
with $r$ in bohr and a screening length of $1$ bohr. An electron sees the charge $10$ at the nucleus and the charge $1$ far away. The parameters are round numbers and represent no particular atom; the levels are those of one electron in this fixed potential.

The grid is the one just used. It has $30/0.03-1=999$ interior points between walls at $3.8\times10^{-12}$ and $40.3$ bohr. The spacing $hr$ is $0.003$ bohr at $r=1/Z$ and $0.3$ bohr at $r=10$ bohr. Of the interior points, $799$ lie inside $r=1/Z$. This is the price of the simple condition $u=0$ at the inner end: by Eq.~\eqref{wall}, each factor of ten in the wall error costs $\ln10/h\simeq77$ points. In an outward integration the starting ratio given earlier allows a larger $r_{\min}$.

For comparison, the original equation in $r$ was solved by Chebyshev collocation on $0\le r\le40$ bohr with $P=0$ at both ends. That calculation uses neither the logarithmic variable nor the factor $\sqrt r$. The levels in hartree are
\begin{center}
\begin{tabular}{lrr}
State & Equation in $\rho$ & Equation in $r$\\
$1s$ & $-41.634962$ & $-41.634962$\\
$2s$ & $-5.735741$ & $-5.735741$\\
$2p$ & $-5.429929$ & $-5.429929$\\
$3d$ & $-0.289557$ & $-0.289557$
\end{tabular}
\end{center}
The six decimals serve to compare the two methods and have no meaning for a real atom. Since $-Z/r\le V\le-1/r$, the variational principle places each level between the hydrogenic levels $-Z^2/(2n^2)$ and $-1/(2n^2)$. All four values satisfy this.

In a pure Coulomb potential $2s$ and $2p$ coincide at $-Z^2/8$. Here $2s$ lies lower, and the splitting is
\begin{equation}
-5.4299-(-5.7357)=0.3058\ \text{hartree}=8.32\ \text{eV}.
\end{equation}

The computed functions also show the expected behaviour near the nucleus. In this model $v=Z$, so Eq.~\eqref{slope} contains $vr=e^\rho$, which is $0.0025$ at $\rho=-6$. The predicted slopes of $\ln|u|$ are $0.5-0.0025=0.4975$ for $1s$ and $1.5-0.0025/2=1.4988$ for $2p$. The computed slopes are $0.4975$ and $1.4988$. The slope at small $r$ tests the centrifugal coefficient, provided it is compared closely: with $l(l+1)$ entered by mistake its limit would be $\sqrt{l(l+1)}$, which lies below $l+\frac12$ by only $0.086$ for $l=1$ and $0.051$ for $l=2$. The numerical output lists these values together with the inputs.

\subsection{Choosing the grid}

The outer wall must lie well beyond the classically allowed region of the most weakly bound state required. For $3d$ in the example $\kappa=\sqrt{2\times0.2896}\simeq0.76$ per bohr, so $\kappa r\simeq31$ at the wall and its effect is negligible. A level close to zero energy needs a larger $r_{\max}$.

The step is limited by the oscillations of $u$. In the allowed region the local wave number in $\rho$ is $\sqrt{-g}$, and $h\sqrt{-g}$ must be small compared with one. Where the centrifugal term is unimportant this means $hr\sqrt{2(E-V)}\ll1$: the spacing $hr$ must resolve the local wavelength in $r$. The condition is easily met near the nucleus, where $g$ tends to a constant, and becomes demanding for highly excited states, whose oscillations extend to large $r$. For these a grid that becomes uniform at large distance is better suited, and Eq.~\eqref{general} supplies the corresponding equation, again without a first derivative.

\section*{Computed values}
\begin{verbatim}
power a that removes the first derivative: 1/2
coefficient of u left by r^2 P'': -1/4
nuclear charge Z: 10
hydrogenic 1s at rho=0: r = 0.100 bohr
  u = 7.35759 (atomic units)
  bracket = -0.75000
  u''/u by differences = -0.75000
Coulomb 1s: E = -50.0000003, exact -50.0000000 hartree
  <r> = 0.150000, exact 0.150000 bohr
Coulomb 2p: E = -12.5000002, exact -12.5000000 hartree
  <r> = 0.500000, exact 0.500000 bohr
integral of (u''')^2 for 1s: 190.6250 (atomic units)
1s error at h=0.1: -3.9795e-05 hartree
  predicted: -3.9714e-05 hartree
1s error at h=0.05: -2.4759e-06 hartree
  predicted: -2.4821e-06 hartree
error ratio on halving h: 16.07
1s shift, wall at rho=-8: 0.06668 hartree
  leading formula: 0.06709 hartree
  formula at rho=-24: 7.55e-09 hartree
2p with l(l+1) kept by mistake: -13.64549 hartree
  formula for that mistake: -13.64549 hartree
model grid: h = 0.03, 999 interior points
  rho from -24 to 6
  r from 3.775e-12 to 40.343 bohr
  points with r < 1/Z: 799
  spacing h*r at r=1/Z: 0.0030 bohr
  spacing h*r at r=10 bohr: 0.3000 bohr
model 1s: log grid -41.634962 hartree
  original equation in r: -41.634962 hartree
model 2s: log grid -5.735741 hartree
  original equation in r: -5.735741 hartree
  slope of ln|u| at rho=-6, l=0: 0.4975
model 2p: log grid -5.429929 hartree
  original equation in r: -5.429929 hartree
  slope of ln|u| at rho=-6, l=1: 1.4988
model 3d: log grid -0.289557 hartree
  original equation in r: -0.289557 hartree
model 2p-2s splitting: 0.305812 hartree
  = 8.3216 eV
\end{verbatim}
